**Hydrogen radial dipole integrals: Gordon's formula and the same-shell limit**

The program tests D(n,l;n') = ∫ u_nl r u_n',l−1 dr, where u = rR is a normalized hydrogen radial function, positive near the origin, and l is the larger angular momentum. The reference values come from series solutions of the radial equation, integrated term by term in rational arithmetic. The program asserts Gordon's formula in 204 cases with n ≠ n' and the result −(3/2)n√(n²−l²) in 36 same-shell cases, for principal quantum numbers up to 9. The largest deviations, relative to the closed-form values, are 2.2e-16 and 4.4e-16. It also asserts two Laguerre recurrences, the derivative rule, orthogonality and generating function of the Laguerre polynomials, the length–velocity relation, the derivative identity and the two-scale overlap integral on finite sets of cases. Five integrals are compared with eigenvectors of the radial Hamiltonian on a grid, within 0.002 bohr. The output gives 128√6/243 = 1.290266 bohr for 1s–2p and −5.196152 bohr for 2s–2p.

## Check in Python

```python
"""Hydrogen radial dipole integrals, Hartree atomic units.

D(n,l;n') = integral of u_{n,l}(r) * r * u_{n',l-1}(r) dr, l >= 1,
with u = r R normalized and positive near r = 0.
Results under test:
  n != n': Gordon's formula, a difference of two terminating 2F1 functions;
  1s-2p:   D = 128 sqrt(6)/243;
  n == n': D = -(3/2) n sqrt(n^2 - l^2).
The reference side uses power-series solutions of the radial Schroedinger
equation, integrated term by term in exact rational arithmetic, and also
eigenvectors of the radial Hamiltonian on a grid.
A function (sum_p c_p r^p) exp(-decay r) is stored as ({p: c_p}, decay).
"""
from fractions import Fraction as Fr
from math import factorial as fact, comb, sqrt, exp
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants


def clean(terms):
    return {p: c for p, c in terms.items() if c != 0}


def combine(*weighted):
    """Linear combination of polynomials, given as (weight, terms) pairs."""
    out = {}
    for weight, terms in weighted:
        for p, c in terms.items():
            out[p] = out.get(p, Fr(0)) + weight * c
    return clean(out)


def shift(terms, power):
    return {p + power: c for p, c in terms.items()}


def derivative(terms, decay):
    """Polynomial part of the derivative of terms * exp(-decay r)."""
    slope = {p - 1: p * c for p, c in terms.items() if p != 0}
    return combine((Fr(1), slope), (-decay, terms))


def integral(f, g, power=0):
    """Exact integral of f g r^power over r from 0 to infinity."""
    (ft, fd), (gt, gd) = f, g
    product = {}
    for p, c in ft.items():
        for q, d in gt.items():
            product[p + q] = product.get(p + q, Fr(0)) + c * d
    rate = fd + gd
    return sum((c * fact(p + power) / rate**(p + power + 1)
                for p, c in product.items() if c != 0), Fr(0))


def radial_series(n, l):
    """Unnormalized u_{nl}, leading coefficient 1, from the radial equation."""
    decay, c, terms, j = Fr(1, n), Fr(1), {}, 0
    while c != 0:
        terms[l + 1 + j] = c
        c = c * 2 * (decay * (j + l + 1) - 1) / ((j + 1) * (j + 2*l + 2))
        j += 1
    return terms, decay


def laguerre(k, alpha):
    if k < 0:
        return {}
    return {i: Fr((-1)**i * comb(k + alpha, k - i), fact(i))
            for i in range(k + 1)}


def kummer(k, c):
    """Coefficients of 1F1(-k; c; x)."""
    terms, value = {}, Fr(1)
    for i in range(k + 1):
        terms[i] = value
        value = value * Fr(i - k, (c + i) * (i + 1))
    return terms


def gauss(p, q, c, x):
    """Terminating 2F1(-p, -q; c; x)."""
    total, term = Fr(0), Fr(1)
    for i in range(min(p, q) + 1):
        total += term
        term = term * (i - p) * (i - q) * x / ((c + i) * (i + 1))
    return total


def gordon_parts(n, l, m):
    """Prefactor, 2F1 values, brace and D for n,l -> m,l-1 with n != m."""
    x = Fr(-4 * n * m, (n - m)**2)
    f1 = gauss(n - l - 1, m - l, 2*l, x)
    f2 = gauss(n - l + 1, m - l, 2*l, x)
    brace = f1 - Fr(n - m, n + m)**2 * f2
    root = sqrt(Fr(fact(n + l) * fact(m + l - 1),
                   fact(n - l - 1) * fact(m - l)))
    rational = (Fr((-1)**(m - l), 4 * fact(2*l - 1)) * (4*n*m)**(l + 1)
                * Fr(n - m)**(n + m - 2*l - 2) / Fr(n + m)**(n + m))
    return x, f1, f2, brace, float(rational) * root, \
        float(rational * brace) * root


# Laguerre relations and the generating function.
for alpha in range(1, 6):
    for k in range(0, 6):
        L = laguerre(k, alpha)
        assert L == combine((1, laguerre(k, alpha + 1)),
                            (-1, laguerre(k - 1, alpha + 1)))
        assert shift(laguerre(k, alpha + 1), 1) == combine(
            (k + alpha + 1, L), (-(k + 1), laguerre(k + 1, alpha)))
        assert derivative(L, Fr(0)) == combine(
            (-1, laguerre(k - 1, alpha + 1)))
        for j in range(0, 6):
            value = integral((L, Fr(1, 2)), (laguerre(j, alpha), Fr(1, 2)),
                             alpha)
            assert value == (Fr(fact(k + alpha), fact(k)) if j == k else 0)
    t, x = 0.2, 1.3
    series = sum(t**k * sum(float(c) * x**i
                            for i, c in laguerre(k, alpha).items())
                 for k in range(40))
    assert abs(series - (1 - t)**(-alpha - 1) * exp(-x*t/(1 - t))) < 1e-10

# Series solutions: normalization constant and orthogonality.
NMAX = 9
u = {(n, l): radial_series(n, l)
     for n in range(1, NMAX + 1) for l in range(n)}
norm = {key: integral(f, f) for key, f in u.items()}
for (n, l) in u:
    amplitude_squared = (Fr(4, n**4) * Fr(2, n)**(2*l)
                         * Fr(fact(n + l), fact(n - l - 1))
                         / fact(2*l + 1)**2)
    assert amplitude_squared * norm[n, l] == 1
    for m in range(l + 1, n):
        assert integral(u[n, l], u[m, l]) == 0

# Derivative identity that produces the two hypergeometric terms.
for l in range(1, 6):
    for k in range(0, 7):
        left = derivative(shift(kummer(k, 2*l + 2), 2*l + 1), Fr(1, 2))
        right = combine((l*(2*l + 1), shift(kummer(k, 2*l), 2*l - 1)),
                        (-l*(2*l + 1), shift(kummer(k + 2, 2*l), 2*l - 1)))
        assert left == right

# Overlap of two confluent functions with different length scales.
for l in (1, 2, 3):
    for n, m in ((2, 1), (3, 5), (7, 4)):
        lam, tau = Fr(n + m, n * m), Fr(n - m, n + m)
        for p in range(5):
            for q in range(5):
                f = {i: c * Fr(2, n)**i for i, c in kummer(p, 2*l).items()}
                g = {i: c * Fr(2, m)**i for i, c in kummer(q, 2*l).items()}
                direct = integral((f, Fr(1, n)), (g, Fr(1, m)), 2*l - 1)
                closed = (fact(2*l - 1) / lam**(2*l) * tau**p * (-tau)**q
                          * gauss(p, q, 2*l, Fr(-4*n*m, (n - m)**2)))
                assert direct == closed

# Length-velocity relation, Gordon's formula and the same-shell formula.
dipole = {}
count_gordon, count_shell = 0, 0
worst_gordon, worst_shell = 0.0, 0.0
for n in range(2, NMAX + 1):
    for l in range(1, n):
        terms, decay = u[n, l]
        lowered = combine((1, derivative(terms, decay)),
                          (l, shift(terms, -1)))
        for m in range(l, NMAX + 1):
            length = integral(u[n, l], u[m, l - 1], 1)
            velocity = integral((lowered, decay), u[m, l - 1])
            gap = Fr(1, 2*m*m) - Fr(1, 2*n*n)
            assert gap * length == velocity
            direct = float(length) / sqrt(norm[n, l] * norm[m, l - 1])
            dipole[n, l, m] = direct
            if n == m:
                assert velocity == 0
                formula = -1.5 * n * sqrt(n*n - l*l)
                error = abs(direct / formula - 1)
                worst_shell = max(worst_shell, error)
                count_shell += 1
            else:
                formula = gordon_parts(n, l, m)[-1]
                error = abs(direct / formula - 1)
                worst_gordon = max(worst_gordon, error)
                count_gordon += 1
            assert error < 1e-12
        k, beta = n - l - 1, 2*l + 1
        shell_integral = integral((laguerre(k, beta), Fr(1, 2)),
                                  (laguerre(k + 1, beta - 2), Fr(1, 2)),
                                  beta + 1)
        assert shell_integral == -6 * n * Fr(fact(n + l), fact(n - l - 1))

# 1s-2p: exact square and positive sign.
raw = integral(u[2, 1], u[1, 0], 1)
assert raw > 0
assert raw**2 / (norm[2, 1] * norm[1, 0]) == Fr(128**2 * 6, 243**2)

# Grid eigenvectors; error of second order in the 0.01 spacing.
spacing = 0.01
r = spacing * np.arange(1, 6001)
vectors = {}
for l in range(3):
    diagonal = 1/spacing**2 + l*(l + 1)/(2*r**2) - 1/r
    off = np.full(len(r) - 1, -0.5/spacing**2)
    _, v = eigh_tridiagonal(diagonal, off, select='i',
                            select_range=(0, 2 - l))
    for i in range(3 - l):
        vectors[l + 1 + i, l] = v[:, i] * np.sign(v[20, i])
grid = {}
for key in ((2, 1, 1), (3, 1, 2), (3, 2, 2), (2, 1, 2), (3, 2, 3)):
    n, l, m = key
    grid[key] = float(np.sum(vectors[n, l] * r * vectors[m, l - 1]))
    assert abs(grid[key] - dipole[key]) < 2e-3

# Printed results.
names = "spdf"
bohr_pm = physical_constants["Bohr radius"][0] * 1e12
for n, l, m in ((2, 1, 1), (3, 1, 2)):
    x, f1, f2, brace, prefactor, value = gordon_parts(n, l, m)
    print(f"{m}{names[l-1]}-{n}{names[l]}: n={n}, l={l}, n'={m}")
    print(f"  argument X = {x}")
    print(f"  F1 = {f1}, F2 = {f2}")
    print(f"  brace = {brace} = {float(brace):.6f}")
    print(f"  factor before brace = {prefactor:.6f} bohr")
    print(f"  D from Gordon = {value:.6f} bohr")
    print(f"  D from series integration = {dipole[n, l, m]:.6f} bohr")
    print(f"  D from grid eigenvectors = {grid[n, l, m]:.4f} bohr")
print(f"128 sqrt(6)/243 = {128*sqrt(6)/243:.6f} bohr")
print(f"1s-2p converted: D = {dipole[2, 1, 1]*bohr_pm:.3f} pm")
print("Other transitions, D from series integration:")
for n, l, m in ((3, 1, 1), (4, 1, 1), (2, 1, 3), (3, 2, 2), (4, 2, 2)):
    print(f"  {m}{names[l-1]}-{n}{names[l]}: {dipole[n, l, m]:.6f} bohr")
print("Same shell, D from series integration:")
for n in range(2, 5):
    for l in range(1, n):
        print(f"  {n}{names[l-1]}-{n}{names[l]}: "
              f"{dipole[n, l, n]:.6f} bohr")
print(f"2s-2p from grid eigenvectors: {grid[2, 1, 2]:.4f} bohr")
print(f"3p-3d from grid eigenvectors: {grid[3, 2, 3]:.4f} bohr")
print(f"largest principal quantum number tested: {NMAX}")
print(f"Gordon cases tested: {count_gordon}")
print(f"same-shell cases tested: {count_shell}")
print(f"largest relative deviation, Gordon: {worst_gordon:.1e}")
print(f"largest relative deviation, same shell: {worst_shell:.1e}")
print("all assertions hold")
```

Printed output:

```
1s-2p: n=2, l=1, n'=1
  argument X = -8
  F1 = 1, F2 = 1
  brace = 8/9 = 0.888889
  factor before brace = 1.451549 bohr
  D from Gordon = 1.290266 bohr
  D from series integration = 1.290266 bohr
  D from grid eigenvectors = 1.2903 bohr
2s-3p: n=3, l=1, n'=2
  argument X = -24
  F1 = -11, F2 = -35
  brace = -48/5 = -9.600000
  factor before brace = -0.319252 bohr
  D from Gordon = 3.064815 bohr
  D from series integration = 3.064815 bohr
  D from grid eigenvectors = 3.0649 bohr
128 sqrt(6)/243 = 1.290266 bohr
1s-2p converted: D = 68.278 pm
Other transitions, D from series integration:
  1s-3p: 0.516689 bohr
  1s-4p: 0.304584 bohr
  3s-2p: 0.938404 bohr
  2p-3d: 4.747992 bohr
  2p-4d: 1.709702 bohr
Same shell, D from series integration:
  2s-2p: -5.196152 bohr
  3s-3p: -12.727922 bohr
  3p-3d: -10.062306 bohr
  4s-4p: -23.237900 bohr
  4p-4d: -20.784610 bohr
  4d-4f: -15.874508 bohr
2s-2p from grid eigenvectors: -5.1961 bohr
3p-3d from grid eigenvectors: -10.0623 bohr
largest principal quantum number tested: 9
Gordon cases tested: 204
same-shell cases tested: 36
largest relative deviation, Gordon: 2.2e-16
largest relative deviation, same shell: 4.4e-16
all assertions hold
```
